# Carrier lifetime of a silicon wafer limited by its two surfaces

## Problem

A lightly doped p-type silicon wafer is 300 µm thick. Electronic states on its two faces capture excess electrons with a recombination velocity of 100 cm/s on each face. The wafer is at 300 K, its acceptor density is \(N_A=10^{15}\) cm⁻³, and the excess electron density is \(10^{13}\) cm⁻³. Rough mobilities are 1350 cm²/Vs for electrons and 470 cm²/Vs for holes.

(a) What density of surface states does this recombination velocity imply, if the capture cross-section is roughly \(10^{-15}\) cm²?

(b) Estimate the lifetime of the excess electrons when the surfaces alone remove them.

(c) The electrons must diffuse to a face before they can be captured. By how much does this lengthen the lifetime?

(d) How do the answers change when the surfaces are much faster or slower, and when the bulk also recombines carriers?

## Solution

### Conventions

Let \(z\) be the depth measured from the mid-plane, so that the faces lie at \(z=\pm W/2\). Let \(n(z,t)\) be the excess electron density. Carriers vary with depth only. At low injection the holes screen any field, and electrons move by diffusion with the flux \(-D\,\partial n/\partial z\). The recombination velocity \(S\) is defined by

\[
\text{electron flux into a face}=S\,n(\text{face}).
\]

The diffusion coefficient follows from the Einstein relation, with the thermal voltage \(V_T=k_BT/q=0.02585\) V:

\[
D=\mu V_T=1350\times0.02585=34.90\ \text{cm}^2/\text{s}.
\]

For holes the same relation gives 12.15 cm²/s.

### (a) The surface states behind S

Let there be \(N_{it}\) states per unit area near the middle of the band gap. An electron of mean thermal speed \(v\) sweeps out the volume \(\sigma v\) per unit time, where \(\sigma\) is the capture cross-section. One empty state therefore captures electrons at the rate \(\sigma v n\). If nearly all states are empty, the capture rate per unit area is \(N_{it}\sigma v n\), and comparison with the definition gives

\[
S=\sigma vN_{it}.
\]

For a Maxwell distribution \(v=\sqrt{8k_BT/(\pi m)}\), which is \(1.076\times10^7\) cm/s for the free electron mass. Hence

\[
N_{it}=\frac{100}{10^{-15}\times1.076\times10^{7}}=9.3\times10^{9}\ \text{cm}^{-2}.
\]

The light, anisotropic electron mass in silicon raises the mean speed by a factor 1.94 and lowers the estimate to \(4.8\times10^9\) cm⁻². The cross-section is known only roughly, so the answer is an order of magnitude: \(10^{10}\) cm⁻². An ideal (100) face has \(6.8\times10^{14}\) atoms per cm², so about one state per \(10^5\) surface atoms is enough.

Are the states nearly all empty? Let a fraction \(f\) hold an electron, and let electrons and holes have the same capture velocity \(S\). Take the bands to be flat up to the surface, so that the electron density there is \(n\) and the hole density is \(p=N_A+n\). Both exceed the intrinsic density, roughly \(10^{10}\) cm⁻³, by a factor of at least a thousand, so thermal emission from midgap states can be dropped. In the steady state electron capture balances hole capture:

\[
S\,n(1-f)=S\,p f\quad\Rightarrow\quad f=\frac{n}{n+p}.
\]

The recombination rate per unit area is then

\[
S\,n(1-f)=S\,n\,\frac{p}{n+p}=S\,n\,\frac{N_A+n}{N_A+2n}.
\]

With \(n/N_A=0.01\), the last fraction is \(1.01/1.02=0.990\). About 1% of the states are filled, and the effective velocity is 99.0 cm/s instead of 100 cm/s. This rests on equal capture of electrons and holes. If the hole capture velocity is smaller by a factor \(r\), the same balance gives \(f=n/(n+p/r)\): 9% for \(r=10\) and 50% for \(r=100\), with effective velocities of 91 and 50 cm/s. Midgap states at oxidized silicon surfaces usually capture electrons more readily than holes, so 1% is the mild case. Flat bands require that the states be neutral when empty, or that their charge be compensated. If they were positively charged when empty, \(9.3\times10^9\) cm⁻² of them would bend the bands by about 20 mV and roughly double the effective velocity, so fewer states would be needed. Parts (b) and (c) use the low-injection value of 100 cm/s.

### (b) The estimate

Suppose first that diffusion is fast enough to keep the density uniform. The wafer holds \(Wn\) excess electrons per unit area and loses \(Sn\) per unit area and time through each of two faces:

\[
W\frac{dn}{dt}=-2Sn .
\]

The solution is \(n\propto e^{-t/\tau_0}\) with

\[
\tau_0=\frac{W}{2S}=\frac{0.0300\ \text{cm}}{2\times100\ \text{cm/s}}=1.50\times10^{-4}\ \text{s}=150\ \text{µs}.
\]

The factor 2 counts the faces. If one face were perfectly passivated, the same balance would give \(W/S\).

The density is nearly uniform if the gradient needed to feed the faces is small. At a face \(D|\partial n/\partial z|=Sn\), so over half the thickness the relative change of density is at most of the order

\[
b=\frac{SW}{2D}=\frac{100\times0.0300}{2\times34.90}=0.043 .
\]

This is small, so the estimate is sound and the correction should be a few percent or less.

### (c) The diffusion correction

**Steady illumination.** Let light create electrons uniformly at the rate \(G\) per unit volume. In the steady state

\[
D\frac{d^2n}{dz^2}+G=0 .
\]

Integrate once. The wafer is symmetric, so the slope vanishes at \(z=0\), and \(dn/dz=-Gz/D\). The flux into the face at \(z=W/2\) is therefore \(GW/2\), which is half of everything created. Setting it equal to \(S\,n(W/2)\) gives \(n(W/2)=GW/(2S)\). A second integration, with this value at the face, yields

\[
n(z)=\frac{GW}{2S}+\frac{G}{2D}\left(\frac{W^2}{4}-z^2\right).
\]

The mean of \(z^2\) over the wafer is \(W^2/12\), so the mean of the bracket is \(W^2/4-W^2/12=W^2/6\). The lifetime is the mean density divided by the generation rate:

\[
\tau_{\text{steady}}=\frac{\bar n}{G}=\frac{W}{2S}+\frac{W^2}{12D}.
\]

No approximation in \(b\) was made here. The first term is the time spent waiting for capture. The second is the time needed for transport to a face:

\[
\frac{W^2}{12D}=\frac{(0.0300)^2}{12\times34.90}\ \text{s}=2.15\ \text{µs},
\qquad \tau_{\text{steady}}=152.15\ \text{µs}.
\]

The profile is nearly flat, as assumed in (b): the density at a face is \(150/152.15=0.986\) of the mean and 0.979 of the central value. The term \(W^2/(12D)\) belongs to uniform generation. An electron created at \(z\) survives on average \(W/(2S)+(W^2/4-z^2)/(2D)\), so light absorbed close to one face gives a smaller steady-state correction: 0.04 µs for an absorption depth of 1 µm, 0.4 µs for 10 µm and 1.9 µs for 100 µm.

**Decay after the light is switched off.** Now \(\partial n/\partial t=D\,\partial^2n/\partial z^2\). Try the symmetric solution \(n=\cos(\alpha z)\,e^{-t/\tau}\). The equation requires \(1/\tau=D\alpha^2\). At \(z=W/2\) the flux condition \(-D\,\partial n/\partial z=Sn\) reads

\[
D\alpha\sin\frac{\alpha W}{2}=S\cos\frac{\alpha W}{2}.
\]

Put \(x=\alpha W/2\), divide by the cosine and multiply by \(W/(2D)\):

\[
x\tan x=b,\qquad \tau=\frac{1}{D\alpha^2}=\frac{W^2}{4Dx^2}.
\]

The left side rises from 0 to infinity as \(x\) goes from 0 to \(\pi/2\), so there is one root in this interval. It belongs to the slowest decay. For \(b=0.04298\) the root is \(x=0.20584\), and \(\tau=152.155\) µs.

To see how this is related to the estimate, write \(\tau_0\) in the same form. Since \(1/b=2D/(SW)\), we have \(W/(2S)=(W^2/4D)(1/b)\). The root condition gives \(1/b=\cot x/x\). Subtracting,

\[
\tau-\frac{W}{2S}=\frac{W^2}{4D}\,h(x),\qquad h(x)=\frac{1-x\cot x}{x^2}.
\]

For small \(x\), set \(x\cot x=1+a_1x^2+a_2x^4+\dots\) and use \(x\cot x\,(\sin x/x)=\cos x\):

\[
(1+a_1x^2+a_2x^4)\left(1-\frac{x^2}{6}+\frac{x^4}{120}\right)=1-\frac{x^2}{2}+\frac{x^4}{24}+\dots
\]

The terms in \(x^2\) give \(a_1=-\tfrac12+\tfrac16=-\tfrac13\). Those in \(x^4\) give \(a_2=\tfrac1{24}-\tfrac1{120}+\tfrac{a_1}{6}=\tfrac1{30}-\tfrac1{18}=-\tfrac1{45}\). Thus \(h=\tfrac13+x^2/45+\dots\), and to leading order \(x^2=b\):

\[
\tau=\frac{W}{2S}+\frac{W^2}{12D}+\frac{W^2}{4D}\,\frac{b}{45}+\dots
\]

The third term is 0.006 µs. It accounts for the difference between the decay time and the steady-state lifetime, and it is of no practical importance here.

For the decay and for uniform steady illumination, the correction is therefore about 2 µs, or 1.4% of the estimate. In n-type silicon the minority carriers are holes, which diffuse more slowly. With the same \(W\) and \(S\), the correction becomes \(W^2/(12D)=6.2\) µs and the decay time 156.2 µs.

**When the decay is a single exponential.** An uneven start also excites faster modes. The antisymmetric ones, \(\sin(\alpha z)\), satisfy \(x\cot x=-b\). For small \(b\) the first root lies just above \(\pi/2\), so this mode decays slightly faster than \(W^2/(\pi^2D)=2.61\) µs suggests; its decay time is 2.53 µs. It levels the two halves of the wafer but does not change the total number of electrons, because a sine integrates to zero. The next symmetric mode has \(x\) just above \(\pi\) and dies in 0.65 µs. If all electrons start beside one face, the total number divided by its rate of loss is already 152.0 µs after 5 µs.

### (d) Other surfaces, and the bulk

**Bounds for every S.** The correction stays within narrow limits however fast the surfaces are. To show this, note that integration by parts gives

\[
\int_0^x s\sin s\,ds=\sin x-x\cos x .
\]

Dividing by \(x^2\sin x\) produces \(h(x)\) on the right. On the left put \(s=ux\):

\[
h(x)=\int_0^1u\,\frac{\sin(ux)}{\sin x}\,du .
\]

The logarithmic derivative of \(\sin(ux)/\sin x\) with respect to \(x\) is

\[
u\cot(ux)-\cot x=\frac{ux\cot(ux)-x\cot x}{x}.
\]

The function \(y\cot y\) falls with \(y\), since its derivative is \((\tfrac12\sin2y-y)/\sin^2y<0\) for \(y>0\). As \(ux<x\), the expression is positive, and \(h\) rises with \(x\). Its limits are \(h(0)=\int_0^1u^2du=1/3\) and \(h(\pi/2)=4/\pi^2\). Hence, for every finite \(S>0\),

\[
\frac{W^2}{12D}<\tau-\frac{W}{2S}<\frac{W^2}{\pi^2D}.
\]

For this wafer the limits are 2.15 µs and 2.61 µs. The lower one is approached at slow surfaces and the upper one at fast surfaces, where the density at the faces is driven to zero.

In the table \(W\) and \(D\) are held fixed, and the correction is written as \(c\,W^2/D\) with \(W^2/D=25.8\) µs. The coefficients \(c\) come from a numerical diagonalization of the diffusion operator.

| \(S\) (cm/s) | \(W/(2S)\) (µs) | \(c\) | \(cW^2/D\) (µs) | \(\tau\) (µs) |
|---:|---:|---:|---:|---:|
| \(10\) | 1500 | 0.0834 | 2.15 | 1502 |
| \(10^2\) | 150 | 0.0836 | 2.16 | 152.2 |
| \(10^3\) | 15 | 0.0855 | 2.20 | 17.2 |
| \(10^4\) | 1.5 | 0.0942 | 2.43 | 3.9 |
| \(10^5\) | 0.15 | 0.1003 | 2.59 | 2.7 |

The coefficient rises from near \(1/12=0.0833\) towards \(1/\pi^2=0.1013\). Capture controls the lifetime in the upper rows and diffusion in the lowest. The two terms \(W/(2S)\) and \(W^2/(12D)\) are equal at \(S=6D/W\), about 7000 cm/s. Above this value the lifetime depends ever more weakly on the surface: from \(10^4\) to \(10^5\) cm/s it falls by less than a third.

**Bulk recombination.** Let the bulk remove electrons at the rate \(n/\tau_b\). The cosine profile still solves the equation, and its decay rate gains the constant \(1/\tau_b\):

\[
\frac1{\tau_{\text{eff}}}=\frac1\tau+\frac1{\tau_b}.
\]

The lifetime is then shortened by

\[
\tau-\tau_{\text{eff}}=\tau-\frac{\tau\tau_b}{\tau+\tau_b}=\frac{\tau^2}{\tau+\tau_b}.
\]

For \(\tau_b=1000\) µs this is \(152.155^2/1152.155=20.1\) µs, about nine times the diffusion correction. For \(\tau_b=5000\) µs it is 4.5 µs. The bulk and diffusion shifts cancel when \(\tau_b=\tau^2/\delta-\tau\), with \(\delta=W^2/(12D)\). This gives about 10,600 µs. Below that bulk lifetime, adding the diffusion term while ignoring the bulk refines the smaller of the two corrections.

## How far the number can be trusted

The remaining effects can be sized for the same wafer, one at a time.

- **Injection and capture.** The velocity of 99.0 cm/s found in (a) for equal capture of electrons and holes lengthens the lifetime by 1.5 µs, about 70% of the diffusion correction. If holes are captured ten times more slowly than electrons, the shift is 15 µs, and for a hundred times more slowly the lifetime roughly doubles.
- **Injection and transport.** At finite injection a weak field keeps electrons and holes together. Write the electron flux as \(-D_nn'-\mu_nnE\) and the hole flux as \(-D_pn'+\mu_ppE\), where the prime means \(d/dz\). Equal fluxes require \(E=-(D_n-D_p)n'/(\mu_nn+\mu_pp)\). Inserting this field, and using \(\mu\propto D\), gives a common diffusion coefficient \((n+p)/(n/D_p+p/D_n)=34.3\) cm²/s. The lifetime changes by 0.04 µs.
- **Band bending.** Surface charge can deplete a layer of width \(w\). Its field \(qN_A(w-z')/\varepsilon\), with \(z'\) the distance from the face and \(\varepsilon\) the permittivity, integrates to the potential drop \(\psi=qN_Aw^2/(2\varepsilon)\). In the dark, strong inversion sets in when the surface electron density reaches \(N_A\). Then \(\psi=2V_T\ln(N_A/n_i)\) with \(n_i\) the intrinsic density, and \(w=0.88\) µm. Excess electrons bring inversion on at a smaller \(\psi\), so this width is an upper estimate. Let \(n\) now be the density at the inner edge of this layer, and let \(Sn\) be the recombination rate per unit area of face. The neutral wafer is thinner by up to \(2w\), which alone would shorten the lifetime by up to \(2w/(2S)=0.88\) µs. But the layer also attracts excess electrons and stores them, and it gives them back as the density in the wafer falls. This lengthens the decay and can outweigh the loss of thickness: for a fixed surface charge large enough to invert the surface in the dark, and with \(S\) held at 100 cm/s, the decay time of \(n\) at this injection grows by about 4 µs, more than the diffusion term. The lifetime under steady illumination, which is the total excess divided by the loss rate, grows by more than 40 µs, because it counts all the excess electrons stored in the layers. The results in (b) and (c) therefore hold for nearly flat bands. Band bending also changes the value of \(S\) itself, which is an input here.
- **Radiative and Auger recombination.** Their combined lifetime at this doping is taken as roughly \(1.7\times10^5\) µs, which shortens the result by 0.13 µs.
- **Temperature.** At 350 K, with a fixed cross-section and state density, \(S\propto v\propto\sqrt T\) rises to 108 cm/s. If the mobility falls roughly as \(T^{-2.4}\), \(D\) drops to 28.1 cm²/s. The lifetime becomes about 142 µs, and the change in \(S\) is the main cause.
- **The rim.** An electron diffuses about \(\sqrt{D\tau}=0.73\) mm during its life. The depth-only model applies to regions several such lengths from the edge.

The doping is \(4\times10^{-5}\) of the band density of states estimated with the free mass, so Maxwell statistics are adequate. No voltage is applied, so breakdown and tunnelling under bias do not enter.

Beside real wafers, 100 cm/s represents a moderately passivated surface. Good oxide or nitride passivation can reach roughly 10 cm/s or less, while an unpassivated surface can have a velocity of thousands of cm/s or more. Float-zone silicon can have a bulk lifetime of milliseconds; less pure material can have less. The neglect of the bulk therefore needs checking before the diffusion term is added: including the bulk moves the answer from 152 µs to 132 µs if \(\tau_b=1000\) µs. At \(S=10\) cm/s the same bulk would remove more electrons than the surfaces do, and the wafer would no longer be surface-limited.

The precision of \(S\) matters as well. Since \(\tau_0\propto1/S\), a small relative error in \(S\) produces an equal and opposite relative error in \(\tau_0\). An error of 1.4% therefore shifts the lifetime by as much as the whole diffusion term. Conversely, someone who measures 152.2 µs and ignores diffusion obtains \(S=W/(2\tau)=98.6\) cm/s instead of 100 cm/s. For a wafer of this thickness with surfaces this slow, 150 µs is the useful answer, and the few microseconds of diffusion matter only once \(S\), the surface charge, the injection level and the bulk lifetime are known to comparable accuracy. The numerical output lists the main values used here.

## Values computed for the example and the checks

```
Thickness W: 300 um
Recombination velocity S, each face: 100 cm/s
Temperature: 300 K; thermal voltage: 0.02585 V
Electron, hole mobility: 1350, 470 cm2/Vs
D electrons: 34.90 cm2/s; D holes: 12.15 cm2/s
Acceptors: 1.0e+15 cm^-3; excess: 1.0e+13 cm^-3
W/(2S): 150.000 us = 1.500e-04 s
b = SW/(2D), electrons: 0.04298
Root x of x tan x = b: 0.20584
W^2/(12D), electrons: 2.149 us
W^2/(12D), holes in n-type: 6.173 us
Next series term, electrons: 0.0062 us
Lifetime from root: 152.155 us
Lifetime from matrix: 152.155 us
Lifetime from matrix, holes: 156.222 us
Lifetime, steady generation: 152.149 us
Face/mean density, steady: 0.9859
Face/centre density, steady: 0.9790
Fast-surface form W^2/(pi^2 D): 2.613 us
Bounds 1/12, 1/pi^2: 0.08333, 0.10132
  S = 1e+01 cm/s: correction*D/W^2 = 0.08336
  S = 1e+02 cm/s: correction*D/W^2 = 0.08357
  S = 1e+03 cm/s: correction*D/W^2 = 0.08549
  S = 1e+04 cm/s: correction*D/W^2 = 0.09416
  S = 1e+05 cm/s: correction*D/W^2 = 0.10027
  S = 1e+06 cm/s: correction*D/W^2 = 0.10121
Slowest odd mode: 2.526 us
Next even mode: 0.648 us
One-sided start, lifetime at 5 us: 152.01 us
Capture cross-section: 1.0e-15 cm2
Mean thermal speed, free mass: 1.076e+07 cm/s
Surface-state density: 9.29e+09 cm^-2
Atoms on ideal (100) face: 6.78e+14 cm^-2
Surface atoms per state: 72989
Speed factor, anisotropic mass: 1.937
State density with that factor: 4.80e+09 cm^-2
Neglected effects (shift of lifetime):
  Bulk lifetime 1000 us: -20.09 us
  Bulk lifetime 5000 us: -4.49 us
  Bulk lifetime for shift = W^2/(12D): 10621 us
  Radiative + Auger lifetime: 1.73e+05 us
  Radiative + Auger shift: -0.133 us
  S at this injection: 99.02 cm/s
  Shift from that S: 1.49 us
  Ambipolar D: 34.27 cm2/s; shift 0.040 us
  Widest depletion layer: 0.877 um
  Shift from two such layers: -0.88 us
  At 350 K: S 108.0 cm/s, D 28.13 cm2/s
  Lifetime at 350 K: 141.55 us
  Doping / band density of states: 4.0e-05
  Diffusion length (reach of rim): 729 um
Error in S equal to diffusion term: 1.43 %
```
